# Four-Phonon Weight of a Displaced-Oscillator Trap and Its Gaussian Approximation

## Problem

A trap in a gate oxide captures an electron from the channel of a transistor. The capture releases electronic energy, which the lattice around the trap takes up as phonons. Model the lattice by one harmonic mode of energy $\hbar\omega$, whose equilibrium position depends on the charge of the trap while its frequency does not. With a dimensionless coordinate $q$ and momentum $p$, $[q,p]=i$, the lattice Hamiltonians before and after capture are

$$H_i=\frac{\hbar\omega}{2}\left(p^2+q^2\right),\qquad H_f=\frac{\hbar\omega}{2}\left[p^2+(q-d)^2\right].$$

The electronic energies are left out of both and enter through energy conservation. The Huang-Rhys factor is $S=d^2/2$, so the relaxation energy $\hbar\omega d^2/2$ equals $S\hbar\omega$.

Take $S=10$, hence $d=\sqrt{20}=4.472$, and $\hbar\omega=0.05$ eV. The lattice starts in its ground state, at zero temperature. The electronic matrix element $V$ is taken to be independent of $q$ (the Condon approximation). The golden rule then gives the capture rate

$$\Gamma=\frac{2\pi}{\hbar}|V|^2\sum_n P_n\,\delta(\Delta E-n\hbar\omega),\qquad P_n=|\langle n_f|0_i\rangle|^2,$$

where $\Delta E$ is the electronic energy released. The zero-point energies cancel because the frequencies are equal. In a real trap each delta function is a line of finite width.

1. Estimate $P_4$, the weight for a release of $4\hbar\omega=0.20$ eV, from the position and width of the phonon distribution.
2. Find $P_4$ exactly within the model.
3. Determine the error of the Gaussian with the exact mean and variance, and explain its size.

## First estimate by scaling

Subtracting the Hamiltonians removes the kinetic energy:

$$\frac{H_f-H_i}{\hbar\omega}=\frac{(q-d)^2-q^2}{2}=\frac{d^2}{2}-dq=S-dq.$$

If the electron jumps while the lattice stands still, the lattice energy rises by this amount at the current value of $q$. The ground state has $\langle q\rangle=0$ and $\langle q^2\rangle=1/2$. The energy gain, counted in phonons, is therefore centred at $S$ with standard deviation $d/\sqrt2=\sqrt S$. The mean grows as $S$ and the width as $\sqrt S$, so the peak height scales as $1/\sqrt S$.

The same picture supplies the shape. The probability density of $q$ is $e^{-q^2}/\sqrt\pi$. With $x=S-dq$ we have $q=(S-x)/d$ and $|dq|=|dx|/d$, so the density of $x$ is

$$\frac{1}{d\sqrt\pi}\,e^{-(x-S)^2/d^2}=\frac{1}{\sqrt{2\pi S}}\,e^{-(x-S)^2/(2S)},$$

where $d^2=2S$ was used. Phonon numbers are spaced by one, so the weight of level $n$ is estimated as the density at $x=n$ times unit spacing:

$$G_n=\frac{1}{\sqrt{2\pi S}}\exp\left[-\frac{(n-S)^2}{2S}\right].$$

For $S=10$ and $n=4$ the level lies $6/\sqrt{10}=1.90$ standard deviations below the mean, and

$$G_4=\frac{e^{-36/20}}{\sqrt{20\pi}}=0.12616\times0.16530=0.02085.$$

Integrating the Gaussian from $3.5$ to $4.5$ is another possible convention. It gives $0.02108$. Below, "the Gaussian" means $G_n$.

The picture treats the energy gain as a function of position alone, although the final energy also contains $p^2$, which does not commute with $q$. Its mean and variance are nevertheless exact. To see this, write

$$A=\frac{H_i}{\hbar\omega}-\frac12,\qquad Y=-dq,\qquad \frac{H_f}{\hbar\omega}-\frac12=A+S+Y.$$

The operator on the right has eigenvalue $n$ in the state $|n_f\rangle$, so its moments in $|0_i\rangle$ are those of $P_n$. Since $A|0_i\rangle=0$,

$$\langle n\rangle=S+\langle Y\rangle=S,$$

$$\langle(n-S)^2\rangle=\langle(A+Y)^2\rangle=\langle Y^2\rangle=\frac{d^2}{2}=S.$$

In the second line one factor $A$ acts to the left and the other to the right, and both give zero. $G_n$ is thus the Gaussian with the exact mean and variance of the phonon number.

## Exact solution

The lowering operators of the two wells are

$$a=\frac{q+ip}{\sqrt2},\qquad b=\frac{q-d+ip}{\sqrt2}=a-\frac{d}{\sqrt2}=a-\sqrt S.$$

The initial state satisfies $a|0_i\rangle=0$, and therefore

$$b|0_i\rangle=-\sqrt S\,|0_i\rangle.$$

The old ground state is an eigenstate of the new lowering operator, that is, a coherent state of the displaced well. Expand it as $|0_i\rangle=\sum_n c_n|n_f\rangle$ and project the eigenvalue equation on $\langle n_f|$. The adjoint of $b^\dagger|n_f\rangle=\sqrt{n+1}\,|(n+1)_f\rangle$ is $\langle n_f|b=\sqrt{n+1}\,\langle(n+1)_f|$, so

$$\sqrt{n+1}\;c_{n+1}=-\sqrt S\;c_n
\quad\Longrightarrow\quad
c_n=\frac{(-\sqrt S)^n}{\sqrt{n!}}\,c_0.$$

Normalization fixes $c_0$:

$$1=\sum_n|c_n|^2=|c_0|^2\sum_{n=0}^{\infty}\frac{S^n}{n!}=|c_0|^2e^S.$$

Hence $|c_0|^2=e^{-S}$, and the weights form a Poisson distribution,

$$P_n=e^{-S}\frac{S^n}{n!}.$$

The alternating sign of $c_n$ drops out on squaring. For the trap,

$$P_4=e^{-10}\,\frac{10^4}{24}=4.53999\times10^{-5}\times416.667=0.018917.$$

Diagonalizing both wells on a grid in $q$ and squaring the overlap of the two eigenvectors, without use of the Poisson law, also gives $0.018917$.

## Comparison

The ratio is

$$\frac{G_4}{P_4}=\frac{0.020854}{0.018917}=1.102,$$

so the Gaussian is 10.2% too high relative to the exact weight. The integral over the unit interval is 11.4% too high. If $V$ and the line shape are held fixed, the contribution of the four-phonon line to the capture rate carries the same relative error.

### Where the error comes from

The first moment in which the two distributions differ is the third. The third central moment of the Gaussian is zero. For the exact distribution, using $A|0_i\rangle=0$ at both ends,

$$\langle(n-S)^3\rangle=\langle(A+Y)^3\rangle=\langle Y(A+Y)Y\rangle=\langle YAY\rangle+\langle Y^3\rangle.$$

The last term vanishes because the ground state is even in $q$. Expanding the double commutator gives $[Y,[A,Y]]=2YAY-Y^2A-AY^2$, whose last two terms have zero expectation value. Hence $\langle YAY\rangle=\tfrac12\langle[Y,[A,Y]]\rangle$. From $[p^2/2,q]=-ip$ follows $[A,Y]=idp$, and then

$$[Y,idp]=-id^2[q,p]=d^2.$$

The third central moment is therefore $d^2/2=S$. It comes from the motion of the lattice, which the first estimate ignored. The exact distribution is skewed, with a shorter tail towards few phonons.

To find the error at a particular $n>0$, define $\theta_n$ by

$$\ln n!=n\ln n-n+\tfrac12\ln(2\pi n)+\theta_n$$

and set $n=S(1+u)$. The logarithm of the Poisson weight is

$$\ln P_n=-S+n\ln S-\ln n!=(n-S)-n\ln\frac nS-\tfrac12\ln(2\pi n)-\theta_n,$$

which in terms of $u$ reads

$$\ln P_n=Su-S(1+u)\ln(1+u)-\tfrac12\ln(2\pi S)-\tfrac12\ln(1+u)-\theta_n.$$

Subtracting $\ln G_n=-Su^2/2-\tfrac12\ln(2\pi S)$ leaves

$$\ln\frac{P_n}{G_n}=-S\left[(1+u)\ln(1+u)-u-\frac{u^2}{2}\right]-\frac12\ln(1+u)-\theta_n.$$

The first term is the error of the Gaussian exponent. The second arises because the exact prefactor contains $n$ where the Gaussian has $S$. The third is the remainder of Stirling's formula. At $n=4$, $u=-0.6$, and

$$\ln\frac{P_4}{G_4}=-0.53484+0.45815-0.02079=-0.09748.$$

The exponent alone would make the Gaussian too high by a factor $e^{0.535}=1.71$. The prefactor removes most of this excess. The 10% error is thus the remainder of a near cancellation and does not measure the quality of the Gaussian in the tail.

### Where the two curves cross

For small $u$, $(1+u)\ln(1+u)=u+u^2/2-u^3/6+\dots$. The exponent term becomes $Su^3/6$ and the prefactor term $-u/2$. With the distance in standard deviations, $z=(n-S)/\sqrt S=u\sqrt S$, the leading order at large $S$ and fixed $z$ is

$$\ln\frac{P_n}{G_n}\simeq\frac{z^3-3z}{6\sqrt S}.$$

Besides the centre, this vanishes at $z=\pm\sqrt3$. For $S=10$ the lower crossing is predicted at $n=10-\sqrt{30}=4.5$, and the four-phonon level lies just outside it. The weights agree with this placement:

| $n$ | $P_n$ | $G_n$ | $G_n/P_n$ |
|---|---|---|---|
| 0 | 0.0000454 | 0.000850 | 18.7 |
| 2 | 0.00227 | 0.00514 | 2.27 |
| 4 | 0.01892 | 0.02085 | 1.102 |
| 5 | 0.03783 | 0.03614 | 0.955 |
| 10 | 0.12511 | 0.12616 | 1.008 |
| 16 | 0.02170 | 0.02085 | 0.961 |

At $n=4$ the leading formula gives $-0.060$ against the full $-0.097$, so it has the right sign but is not accurate at $S=10$. At $n=10$ both terms in $u$ vanish, and the remaining 0.8% is the Stirling remainder. At $n=0$ the ratio follows directly from the definitions, $G_0/P_0=e^{S/2}/\sqrt{2\pi S}=18.7$.

### Two limits of strong coupling

Whether the Gaussian improves as $S$ grows depends on what is held fixed. At fixed $z$ the error falls as $1/\sqrt S$, unless $z$ is a zero of the leading term. The pair $S=1000$, $n=940$ has the same $z=-1.90$ as the trap, and there the Gaussian is 0.6% too high.

At fixed $n/S$ the exponent term grows in proportion to $S$. Its bracket $f(u)$ satisfies $f(0)=f'(0)=0$ and $f''(u)=1/(1+u)-1$, which is positive for $-1<u<0$. Hence $f>0$ on that side, and the Gaussian overestimates the lower tail exponentially. For $S=100$, $n=40$, with the same $n/S=0.4$ as the trap, it is too high by a factor of 133.

### Bias dependence

Suppose the trap lies 1 nm from the channel, and the oxide field changes with the channel energy held fixed. A change of 0.5 MV/cm moves the trap level by 0.05 eV, one phonon energy. If the release increases from four phonons to five, the exact weight grows by $P_5/P_4=S/5=2$. The Gaussian gives

$$\frac{G_5}{G_4}=e^{(36-25)/20}=1.73.$$

It therefore understates this growth factor by 13%, because it is too high at $n=4$ and too low at $n=5$. Both factors hold at zero temperature and with $V$ held fixed. At 300 K the exact thermal weights grow by only 1.58, and a Gaussian with the thermal variance gives 1.51. The factor of 2 should therefore not be applied to a transistor at room temperature.

## The model beside a real oxide trap

The parameters are illustrative and do not describe a particular trap in silicon dioxide. Traps in an amorphous oxide differ from one another, and their relaxation energies can also exceed 1 eV. With a relaxation energy of 0.5 eV and a release of 0.20 eV, the two wells cross only $(0.5-0.2)^2/(4\times0.5)=0.045$ eV above the initial minimum. The slow traps that cause random telegraph noise usually have larger capture barriers, so the numbers here should not be carried over to them. The assumption of zero temperature does not hold in use, since transistors normally work near 300 K. The other idealizations are the single mode, equal frequencies, harmonic wells and a sharply known $S$. The changes below are relative to $P_4=0.0189$ unless another reference is named, with one assumption altered at a time.

**Temperature.** At 300 K the Bose occupation is $N=0.169$. Since $\langle q^2\rangle=N+\tfrac12$, the variance becomes $d^2\langle q^2\rangle=S(2N+1)=13.4$. Summed over the thermally occupied initial levels, the weight for a net gain of four phonons is 0.0285, larger by a factor of 1.51. A Gaussian with the thermal variance gives 0.0284, low by 0.5%. This close agreement at one value of $n$ does not establish the accuracy of the thermal Gaussian elsewhere.

**Huang-Rhys factor.** From $\ln P_n=-S+n\ln S-\ln n!$,

$$\frac{\partial\ln P_n}{\partial\ln S}=n-S=-6.$$

An uncertainty of about 1.6% in $S$ therefore changes $P_4$ as much as the Gaussian error does. Setting $S=9$ or $S=11$ multiplies the weight by 1.78 or 0.54.

**Frequency.** If the final well has 0.9 or 1.1 times the initial frequency, at fixed $d$ and $n=4$, the weight changes by a factor of 1.57 or 0.65. The relaxation energy also changes in this comparison, from $10\hbar\omega$ to $8.1\hbar\omega$ or $12.1\hbar\omega$, as does the release needed to reach the fourth level. If $d$ is adjusted to keep the relaxation energy at 0.5 eV, the direction reverses and the factors are 0.40 and 1.89.

**Anharmonicity.** Replace the final well by a Morse well 12.5 eV deep, with the same $d$ and the same frequency at its minimum. The weight is multiplied by 0.51 if the steep side faces the initial minimum and by 1.94 if the soft side does. At fixed $d$ the Morse well also changes the relaxation energy, the height of the final well at the initial minimum, from $10\hbar\omega$ to $12.3\hbar\omega$ (steep side) or $8.2\hbar\omega$ (soft side). If $d$ is adjusted to keep it at $10\hbar\omega$, the direction reverses and the factors are 1.49 and 0.49. The size of the effect is similar in both comparisons, but its sign depends on what is held fixed. The fourth level itself moves by only $4.5^2/1000=0.02$ phonon energies, so a nearly regular ladder does not guarantee harmonic weights.

**Several modes.** Two modes of 0.04 and 0.06 eV with $S=5$ each keep the relaxation energy at 0.5 eV. Their phonon numbers are independent, so the energy variances add:

$$5(0.04^2+0.06^2)\ \text{eV}^2=0.026\ \text{eV}^2.$$

The standard deviation rises from 0.158 to 0.161 eV. The Gaussian density at 0.20 eV, times 0.05 eV, rises by 5% relative to $G_4$. This is an estimate of the broadening, not an exact two-mode line weight.

Tunnelling between channel and trap enters through $|V|^2$. It strongly affects the absolute rate but cancels in $G_4/P_4$ when $V$ is held fixed. For this trap, temperature and modest changes in the wells or in $S$ alter the weight by more than the 10% Gaussian error. Replacing $G_4$ by $P_4$ improves an absolute rate noticeably only if those inputs are known well enough. The Poisson formula is no harder to evaluate, and within the zero-temperature model it also removes the much larger errors at $n=0$ and $n=2$. The remaining digits are in the numerical output.

## Numbers as computed

```
Huang-Rhys factor S: 10.0; displacement d: 4.4721 (dimensionless)
phonon energy: 0.050 eV; trap depth: 1.0 nm
relaxation energy: 0.500 eV
four-phonon energy: 0.200 eV
mean, variance of n from grid: 10.000000, 10.000000
exp(-S): 4.539993e-05
four-phonon weight from grid: 0.01891664
exact four-phonon weight P4: 0.01891664
Gaussian prefactor: 0.126157
Gaussian exponential at n=4: 0.165299
Gaussian weight G4: 0.02085355
G4/P4: 1.10239; relative error: 10.24 %
Gaussian integral 3.5 to 4.5: 0.02107885; over P4: 1.11430
ln(P4/G4): -0.09748
  exponent term: -0.53484
  prefactor term: 0.45815
  Stirling term: -0.02079
n, exact weight, Gaussian weight, Gaussian/exact:
   0  4.539993e-05  8.500367e-04  18.7233
   2  2.269996e-03  5.142422e-03  2.2654
   4  1.891664e-02  2.085355e-02  1.1024
   5  3.783327e-02  3.614448e-02  0.9554
  10  1.251100e-01  1.261566e-01  1.0084
  16  2.169879e-02  2.085355e-02  0.9610
Gaussian/exact at S=100, n=40: 133.26
Gaussian/exact at S=1000, n=940: 1.00629
Neglected effects (weight, ratio to P4):
  temperature: 300 K; Bose occupation: 0.1690
  thermal variance of net phonon number: 13.3797
  thermal weight, net four phonons: 0.028546, 1.509
  thermal Gaussian: 0.028407; over thermal exact: 0.9951
  final/initial frequency 0.9: 0.029657, 1.568
  final/initial frequency 1.1: 0.012308, 0.651
  Morse well depth: 12.50 eV
  Morse, steep side: 0.009596, 0.507
  Morse, soft side: 0.036767, 1.944
  S = 9: 0.033737, 1.783
  S = 11: 0.010189, 0.539
  two modes: 0.04 and 0.06 eV, S = 5 each
  two-mode energy spread: 0.16125 eV
  one-mode energy spread: 0.15811 eV
  two-mode Gaussian: 0.021914; over G4: 1.0509
  field change for one phonon energy: 0.500 MV/cm
  weight ratio P5/P4: 2.0000
```
